Why Hartree-Fock frequencies need scaling near 0.9: anharmonicity, short bonds, dissociation

Suppose a Hartree-Fock (HF) calculation has given harmonic wavenumbers, and they lie about ten per cent above an observed spectrum. There are three ways to spend the next hour of computing: obtain anharmonic constants on the HF surface, repeat the harmonic calculation with electron correlation, or multiply everything by a fitted factor near 0.9. The right choice depends on where the ten per cent comes from, and H2 and N2 give different answers.

**What is compared**

Let V_HF(r) be the restricted HF energy of a diatomic at bond length r, and V_c(r) a correlated energy in the same basis. Their minima are r_HF and r_c, and k(r) = V''(r) on the curve named by the subscript. With reduced mass μ, the angular frequency is ω = √(k/μ) at the minimum. I write w = ω/(2πc₀) for the harmonic wavenumber, c₀ being the speed of light, and ν for the wavenumber of the fundamental, the step from v = 0 to v = 1 without rotation on the correlated curve.

The mass is the same on both curves, so w_c/w_HF = √[k_c(r_c)/k_HF(r_HF)]. Multiplying and dividing under the root by k_HF(r_c) gives

ν/w_HF = F_anh · F_corr · F_bond

F_anh = ν/w_c
F_corr = √[k_c(r_c)/k_HF(r_c)]
F_bond = √[k_HF(r_c)/k_HF(r_HF)]

F_anh is anharmonicity. F_bond is the effect of evaluating the HF force constant at a bond that is too short. F_corr is what correlation does to the curvature at a fixed bond length.

The numbers use the cc-pVDZ basis. The reference is full configuration interaction for H2 and CCSD(T) with frozen core for the other molecules. It is neither exact nor experiment: basis-set error remains, as do, beyond H2, core correlation and part of the higher excitations. All curves are Born-Oppenheimer curves.

**First contribution: anharmonicity**

Put q = r − r_c and expand the correlated curve about its minimum:

V = V(r_c) + kq²/2 + f3 q³/6 + f4 q⁴/24 + …

With s² = ħ/(μω) and ladder operators a, a†, q = (s/√2)B, where B = a + a†. Repeated use of the ladder rules gives

B²|0⟩ = |0⟩ + √2|2⟩
B²|1⟩ = 3|1⟩ + √6|3⟩
B³|0⟩ = 3|1⟩ + √6|3⟩
B³|1⟩ = 3|0⟩ + 6√2|2⟩ + √24|4⟩

The quartic term acts in first order. ⟨B⁴⟩ is the squared norm of B²|v⟩: 3 for v = 0 and 15 for v = 1. The transition energy therefore changes by

(f4/24)(s⁴/4)(15 − 3) = f4 s⁴/8.

The cubic term has no first-order effect, because q³ is odd. In second order each squared matrix element is divided by E_v − E_m. The common prefactor is (f3/6)²(s²/2)³ = f3² s⁶/288, and the sums are

v = 0: −(9/1 + 6/3)/ħω = −11/ħω
v = 1: (+9/1 − 72/1 − 24/3)/ħω = −71/ħω

Their difference is −60/ħω. Since 60/288 = 5/24,

2πħc₀ν = ħω + f4 s⁴/8 − 5 f3² s⁶/(24ħω).

The two corrections have the same order in s: k = μω² gives ks² = ħω, so both are of relative size s² times squared inverse lengths of the potential. For a Morse curve with range parameter a, f3 = −3ak and f4 = 7a²k, and the corrections add to

a²s²ħω(7/8 − 15/8) = −a²s²ħω.

The cubic term wins and the fundamental lies below the harmonic value by the fraction a²s². Light atoms and soft bonds have large s², and at equal a they are lowered most; a itself differs from bond to bond, so s² alone does not fix the ranking.

For H2, w_c = 4382 cm⁻¹ and ν = 4144 cm⁻¹, so F_anh = 0.946. For N2 the values are 2339 and 2310 cm⁻¹, so F_anh = 0.988. These fundamentals come from numerical vibrational levels; the formula agrees with them to within 1 cm⁻¹. The relative lowering is 5.4 % in H2 and 1.2 % in N2, a ratio of 4.4. Since s² is proportional to 1/(μw), its ratio is

(7.00 × 2339)/(0.504 × 4382) = 7.4.

The amplitude alone would thus give a larger contrast than is found. Read through the Morse formula, the effective a² of N2 is larger by 7.4/4.4 = 1.7, which offsets part of its smaller amplitude. The curves are not exactly Morse curves: taken from the cubic constant alone, as (f3/3k)², the ratio is about 1.4, so the quartic constants also contribute to the offset.

**Second contribution: the short bond**

Write V_c = V_HF + E_corr, which defines the correlation energy. At r_c the total slope vanishes, so

V_HF'(r_c) = −E_corr'(r_c).

In both molecules E_corr' is negative there: correlation lowers the energy more as the bond stretches. The HF slope at r_c is then positive, the HF force points inward, and the HF minimum lies at shorter r. To find how far, set δ = r_HF − r_c and expand the HF slope, with k and f3 now taken from the HF curve at r_c:

0 = −E_corr' + kδ + f3 δ²/2.

Dropping the last term gives δ1 = E_corr'/k. Inserting δ = δ1 + ε and keeping the leading terms gives kε + f3 δ1²/2 = 0, hence

δ2 = δ1 − f3 δ1²/(2k).

Because f3 < 0, the HF curve stiffens on the way in and the correction reduces the shift.

For H2, δ1 = −0.0135 Å and δ2 = −0.0129 Å; the actual shift is −0.0129 Å. For N2 the three values are −0.048, −0.040 and −0.042 Å. The expansion is less accurate for N2 mainly because the shift is larger.

The same negative f3 makes the force constant rise as the bond shortens. In units of 10⁵ dyn/cm, k_HF at r_c and at r_HF is 5.758 and 6.239 for H2, and 23.52 and 31.38 for N2. Therefore

H2: F_bond = √(5.758/6.239) = 0.961
N2: F_bond = √(23.52/31.38) = 0.866

An error of 0.042 Å in the N2 bond, under four per cent of its length, accounts for a lowering of 13 % of the HF wavenumber. The slope of E_corr explains the contrast with H2. It is −7.1 eV/Å in N2 and −0.48 eV/Å in H2, about fifteen times steeper, while k_HF(r_c) is only about four times larger. The first-order shift is their quotient and is 3.6 times larger in N2.

**Third contribution: curvature at fixed bond length**

What remains of the electronic error is E_corr''(r_c) = k_c(r_c) − k_HF(r_c). It is negative in both molecules, but small:

H2: F_corr = √(5.702/5.758) = 0.995
N2: F_corr = √(22.57/23.52) = 0.980

At the correlated bond length, the HF curvature with respect to r is therefore nearly right in these two cases.

This split carries two conventions. First, V_HF has a slope at r_c, and the second derivative at a sloping point depends on the coordinate. For another coordinate x(r),

d²V/dx² = V''(dr/dx)² + V' d²r/dx²,

and the last term vanishes only if V' = 0 or d²r/dx² = 0 at that point, as it is everywhere when x is linear in r. The factors given here belong to r itself, and the choice matters. For x = 1/r, dr/dx = −r² and d²r/dx² = 2r³, so dividing by (dr/dx)² replaces k_HF(r_c) by k_HF(r_c) + 2V_HF'(r_c)/r_c, which is 5.96 for H2 and 25.55 for N2. F_corr and F_bond then become 0.978 and 0.978 for H2, and 0.940 and 0.902 for N2. Their product, w_c/w_HF, does not depend on the coordinate. Second, one could change the curve first and the bond length afterwards. Then F_bond becomes √[k_c(r_c)/k_c(r_HF)], which is 0.960 for H2 and 0.861 for N2. This change of order leaves the ranking of the factors unchanged. In the logarithmic shares given below, the bond share moves from 40 % to 41 % for H2 and from 81 % to 85 % for N2, and the curvature share falls by the same amount.

**Does wrong dissociation belong on the list?**

In H2, restricted HF puts both electrons in one bonding orbital, proportional to A + B, where A and B are the atomic orbitals. The product for two electrons contains AA and BB with the same amplitude as AB and BA. At large separation half the probability is therefore ionic. At 5 Å the restricted energy lies 6.4 eV above two atoms for H2. For N2 it lies 26 eV above when the orbital occupation of the equilibrium molecule is kept; restricted solutions with other occupations are lower at that distance, near 15 eV, but still far above the atoms.

A harmonic frequency, however, is a second derivative at one point. Changing the curve at 5 Å need not change it. Unrestricted HF, which lets the two spins have different orbitals, shows this directly. At 5 Å it agrees with two unrestricted atoms to better than 0.001 eV in both molecules. Within one per cent of r_HF, though, the calculation started from spin-polarized atoms returns to the restricted energy, with a largest difference of 3 × 10⁻⁹ eV. It has the right limit and the same frequency error. Correct dissociation is not sufficient, and wrong dissociation is not a fourth factor.

There is still a link between the two faults. Adding the antibonding configuration to H2, with reoptimized orbitals (CASSCF with two electrons in two orbitals), removes the ionic excess at long range. It also acts at equilibrium, since the two configurations mix there too. The bond grows from 0.748 to 0.770 Å and w falls from 4584 to 4208 cm⁻¹. This overshoots the reference, 0.761 Å and 4382 cm⁻¹: the remaining correlation shortens the bond again and raises w by 174 cm⁻¹. In H2, then, missing left-right correlation underlies both faults, but the frequency error is the net result of two opposing effects. The corresponding calculation was not made for N2, where extending this explanation is a conjecture.

**Weighing the contributions**

Factors multiply, so their logarithms give additive shares:

H2: 0.9457 × 0.9952 × 0.9607 = 0.904
shares: anharmonicity 55 %, curvature 5 %, bond 40 %

N2: 0.9876 × 0.9795 × 0.8657 = 0.837
shares: anharmonicity 7 %, curvature 12 %, bond 81 %

These shares belong to cc-pVDZ and are not converged with respect to the basis. For H2 in cc-pVTZ, with the fundamental taken from the perturbation formula, the bond shift falls from −0.0129 to −0.0082 Å, the factors become 0.944 × 0.986 × 0.975 = 0.907, and the shares become 59 %, 14 % and 27 %. The product moves by only 0.003 and the ranking is kept, but the division of the electronic error between curvature and bond length changes markedly. The N2 factors and the fitted factor below are cc-pVDZ values and carry an unquantified shift of the same kind.

This answers the opening question for these molecules. The anharmonic lowering on the HF curve itself is 207 cm⁻¹ for H2 and 22 cm⁻¹ for N2. Applying it leaves H2 still 5.6 % above its reference fundamental and N2 18 % above. A correlated harmonic calculation without anharmonicity leaves H2 5.7 % too high and N2 1.3 % too high. For N2 correlation is the better purchase; for H2 either step alone removes about half the error.

**The fitted factor**

The third option replaces all this by one number λ. For modes i with HF wavenumbers w_i and target fundamentals ν_i, minimize

S(λ) = Σ(λw_i − ν_i)².

Setting S' = 2Σw_i(λw_i − ν_i) to zero gives

λ = Σw_iν_i / Σw_i².

Since S'' = 2Σw_i² > 0, this is the minimum. Expanding S and replacing Σw_iν_i by λΣw_i² gives the residual

S_min = Σν_i² − λ²Σw_i².

Writing w_iν_i = w_i²(ν_i/w_i) shows that λ is the mean of the individual ratios with weights w_i². High-frequency stretches dominate. Minimizing Σ(λ − ν_i/w_i)² instead would give the unweighted mean.

Hydrogen fluoride supplies a third mode, with w_HF = 4441, w_c = 4151 and ν = 3967 cm⁻¹. The fit gives

λ = 4.299 × 10⁷ / 4.835 × 10⁷ = 0.889,

against an unweighted mean of 0.878. N2, with the lowest ratio, carries only 16 % of the weight. Writing ν_i = w_c,i − (w_c,i − ν_i) in the numerator splits the factor:

λ = Σw_i w_c,i/Σw_i² − Σw_i(w_c,i − ν_i)/Σw_i² = 0.930 − 0.041.

Of the total reduction of 0.111, the electronic error supplies 0.070 and anharmonicity 0.041. A factor fitted to harmonic reference values would be 0.930, so the two kinds of factor must not be interchanged.

Scaling reduces the root-mean-square error from 454 to 92 cm⁻¹. The remaining errors, λw_i − ν_i, are −68 cm⁻¹ for H2, −18 cm⁻¹ for hydrogen fluoride and +143 cm⁻¹ for N2. One factor can remove only what the ratios have in common, and N2 needs 0.837. Three modes in one small basis show how a value near 0.9 arises; they do not supply a factor for general use. A factor fitted to measured fundamentals would also absorb the basis-set error and the other omissions of the present reference. Scaling loses its basis when a mode's ratio lies far from those in the fit, or when the potential is not close to a single harmonic well, as in a double minimum.

The numerical check compares the perturbation formula with numerical vibrational levels and the HF force constants with directly computed energies.

Numbers as computed

```
basis cc-pVDZ; FH is hydrogen fluoride
molecule: w_HF, w_c, nu in cm^-1; nu/w_HF
H2: 4583.9 4382.5 4144.5 cm^-1; 0.9041
N2: 2758.3 2339.0 2309.9 cm^-1; 0.8375
FH: 4441.4 4150.9 3967.3 cm^-1; 0.8933
largest interpolation error at r_c: 0.285 cm^-1
--- H2: reduced mass 0.50391 u
r_HF 0.7480  r_c 0.7609 angstrom
k_HF(r_HF) 6.239  k_HF(r_c) 5.758 10^5 dyn/cm
k_c(r_c) 5.702  k_c(r_HF) 6.189 10^5 dyn/cm
nu numerical 4144.5  perturbative 4144.9 cm^-1
w-nu: correlated 238.0  HF curve 207.3 cm^-1
slope of E_corr at r_c -0.4841 eV/angstrom
r_HF-r_c -0.0129  first order -0.0135  next order -0.0129 angstrom
F_anh 0.9457  F_corr 0.9952  F_bond 0.9607
F_bond in the other order 0.9599
energy at 5 angstrom minus two atoms: RHF 6.436  UHF -0.0000 eV
largest |UHF-RHF| near r_HF 2.4e-14 eV
CASSCF(2,2): r 0.7704 angstrom, w 4208.0 cm^-1
CASSCF(2,2) at 5 angstrom minus two atoms: -0.0001 eV
--- N2: reduced mass 7.00154 u
r_HF 1.0773  r_c 1.1189 angstrom
k_HF(r_HF) 31.384  k_HF(r_c) 23.520 10^5 dyn/cm
k_c(r_c) 22.568  k_c(r_HF) 30.469 10^5 dyn/cm
nu numerical 2309.9  perturbative 2309.9 cm^-1
w-nu: correlated 29.0  HF curve 22.4 cm^-1
slope of E_corr at r_c -7.0912 eV/angstrom
r_HF-r_c -0.0416  first order -0.0483  next order -0.0400 angstrom
F_anh 0.9876  F_corr 0.9795  F_bond 0.8657
F_bond in the other order 0.8606
energy at 5 angstrom minus two atoms: RHF 26.111  UHF -0.0000 eV
largest |UHF-RHF| near r_HF 2.9e-09 eV
--- least-squares fit to the three fundamentals
sum w*nu 4.29900e+07 cm^-2, sum w*w 4.83464e+07 cm^-2
lambda for fundamentals 0.8892
lambda for harmonic reference 0.9303
anharmonic part of lambda 0.0411
unweighted mean of nu/w_HF 0.8783
H2: lambda*w_HF-nu -68.4 cm^-1
N2: lambda*w_HF-nu +142.7 cm^-1
FH: lambda*w_HF-nu -18.0 cm^-1
rms error unscaled 454.2 cm^-1
rms error scaled 92.0 cm^-1
```
